# Does Exact Exchange Add a Force Term in Plane Waves?: verification in Python

```python
"""Result under test: with fixed plane waves, unit overlap and self-consistent
orbitals, the force of a hybrid functional is the explicit derivative of the
pseudopotential, ion-ion and core-density terms; exact exchange adds none.

One-dimensional periodic model, atomic units inside, eV and angstrom in print.
P: spin-summed density matrix in plane waves; R: ion positions; a: exchange
fraction; G: plane-wave vectors; W: periodic electron-electron interaction.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh

HA = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
FORCE = HA / BOHR

cell_A, positions_A = 6.0, np.array([2.0, 3.3])
charges = np.array([4.0, 2.0])
strength_eV, range_A = 20.0, 1.2
ion_width_A, projector_width_A, core_width_A = 0.30, 0.40, 0.25
projector_eV = np.array([8.0, 4.0])
core_charges = np.array([1.0, 0.5])
semilocal_eV = 5.0
basis_widths_A = (0.35, 0.70)
step_A = 0.01
n_occ, n_grid = 3, 64

L = cell_A / BOHR
R_ref = positions_A / BOHR
A, kappa = strength_eV / HA, BOHR / range_A
s_ion, s_proj, s_core = (w / BOHR for w in
                         (ion_width_A, projector_width_A, core_width_A))
D = projector_eV / HA
c_sl = semilocal_eV / HA / BOHR**(1 / 3)
x = L * np.arange(n_grid) / n_grid
dx = L / n_grid
q = 2 * np.pi / L * np.arange(-30, 31)
vq = 2 * A * kappa / (kappa**2 + q**2)
wave_q = np.exp(1j * np.outer(x, q))
W = ((wave_q * vq) @ wave_q.conj().T).real / L
ion_pair = vq * np.exp(-(q * s_ion)**2) * charges.prod() / L


def plane_waves(m):
    G = 2 * np.pi / L * np.arange(-m, m + 1)
    return G, np.exp(1j * np.outer(x, G)) / np.sqrt(L)


def ion_fields(R, G):
    """Local potentials, core densities, projectors and their R derivatives."""
    form = -charges[:, None] * vq * np.exp(-(q * s_ion)**2 / 2)
    form = form * np.exp(-1j * np.outer(R, q)) / L
    V = (form @ wave_q.T).real
    dV = ((-1j * q * form) @ wave_q.T).real
    images = L * np.arange(-3, 4)
    d = x[None, :, None] - R[:, None, None] - images
    g = np.exp(-d**2 / (2 * s_core**2)) / (np.sqrt(2 * np.pi) * s_core)
    core = core_charges[:, None] * g.sum(axis=2)
    dcore = core_charges[:, None] * (g * d / s_core**2).sum(axis=2)
    beta = (4 * np.pi * s_proj**2)**0.25 / np.sqrt(L)
    beta = beta * np.exp(-(G * s_proj)**2 / 2 - 1j * np.outer(R, G))
    return V, dV, core, dcore, beta, -1j * G * beta


def grid_density(P, E):
    gamma = E @ P @ E.conj().T
    return gamma, np.diag(gamma).real


def energy_parts(P, R, a, pw):
    """Kinetic, local, nonlocal, Hartree, exchange, semilocal, ion-ion."""
    G, E = pw
    V, _, core, _, beta, _ = ion_fields(R, G)
    gamma, n = grid_density(P, E)
    nonlocal_e = sum(D[i] * (beta[i].conj() @ P @ beta[i]).real
                     for i in range(2))
    return np.array([
        0.5 * np.sum(G**2 * np.diag(P).real),
        dx * np.sum(n * V.sum(axis=0)),
        nonlocal_e,
        0.5 * dx**2 * n @ W @ n,
        -0.25 * a * dx**2 * np.sum(np.abs(gamma)**2 * W),
        -(1 - a) * c_sl * dx * np.sum((n + core.sum(axis=0))**(4 / 3)),
        np.sum(ion_pair * np.cos(q * (R[0] - R[1])))])


def exchange_operator(P, pw):
    E = pw[1]
    gamma, _ = grid_density(P, E)
    return -0.5 * dx**2 * E.conj().T @ (gamma * W) @ E


def fock(P, R, a, pw):
    G, E = pw
    V, _, core, _, beta, _ = ion_fields(R, G)
    _, n = grid_density(P, E)
    v_sl = -(4 / 3) * c_sl * np.cbrt(n + core.sum(axis=0))
    v = V.sum(axis=0) + dx * W @ n + (1 - a) * v_sl
    F = np.diag(0.5 * G**2) + dx * E.conj().T @ (v[:, None] * E)
    F = F + (beta.T * D) @ beta.conj() + a * exchange_operator(P, pw)
    return (F + F.conj().T) / 2


def explicit_force(P, R, a, pw):
    """Rows: atoms. Columns: local, nonlocal, ion-ion, core density."""
    G, E = pw
    _, dV, core, dcore, beta, dbeta = ion_fields(R, G)
    _, n = grid_density(P, E)
    v_sl = -(4 / 3) * c_sl * np.cbrt(n + core.sum(axis=0))
    pair = np.sum(ion_pair * q * np.sin(q * (R[0] - R[1])))
    return np.array([[-dx * n @ dV[i],
                      -2 * D[i] * (beta[i].conj() @ P @ dbeta[i]).real,
                      (pair, -pair)[i],
                      -(1 - a) * dx * v_sl @ dcore[i]] for i in range(2)])


def scf(R, a, pw, start=None, basis=None):
    """Self-consistent orbitals in plane waves or in the span of a basis."""
    size = len(pw[0])
    if basis is None:
        X = np.eye(size)
    else:
        s, U = eigh(basis.conj().T @ basis)
        X = basis @ (U / np.sqrt(s))
    if start is None:
        P = np.diag(2.0 * (np.abs(np.arange(size) - size // 2) <= 1))
    else:
        P = start
    focks, errors = [], []
    for it in range(400):
        f = X.conj().T @ fock(P, R, a, pw) @ X
        p = X.conj().T @ P @ X
        err = f @ p - p @ f
        done = it > 5 and np.abs(err).max() < 1e-10
        mixed = f
        if it >= 5 and not done:
            focks, errors = (focks + [f])[-8:], (errors + [err])[-8:]
            k = len(focks)
            m = np.array([[np.vdot(e1, e2).real for e2 in errors]
                          for e1 in errors])
            lhs = -np.ones((k + 1, k + 1))
            lhs[:k, :k], lhs[k, k] = m / np.diag(m).max(), 0
            rhs = np.zeros(k + 1)
            rhs[k] = -1
            w = np.linalg.lstsq(lhs, rhs, rcond=None)[0][:k]
            mixed = sum(wi * fi for wi, fi in zip(w, focks))
        eps, u = eigh(mixed)
        C = X @ u
        new = 2 * C[:, :n_occ] @ C[:, :n_occ].conj().T
        if done:
            return new, eps, C
        P = new if it == 0 or it >= 5 else (P + new) / 2
    raise RuntimeError("self-consistency not reached")


def moved(atom, shift):
    R = R_ref.copy()
    R[atom] += shift
    return R


def derivative(f, atom, h=step_A / BOHR):
    """Fourth-order central difference for scalars or arrays."""
    return (8 * (f(moved(atom, h)) - f(moved(atom, -h)))
            - f(moved(atom, 2 * h)) + f(moved(atom, -2 * h))) / (12 * h)


def show(label, value, unit="", fmt=".6f"):
    values = " ".join(format(v, fmt) for v in np.atleast_1d(value))
    print(f"{label}: {values} {unit}".rstrip())


fine = plane_waves(15)
show("cell length", cell_A, "angstrom", ".2f")
show("ion positions", positions_A, "angstrom", ".2f")
show("ion charges", charges, "e", ".1f")
show("electrons", 2 * n_occ, "", "d")
show("interaction strength", strength_eV, "eV", ".1f")
show("interaction range", range_A, "angstrom", ".2f")
show("ion, projector, core widths",
     [ion_width_A, projector_width_A, core_width_A], "angstrom", ".2f")
show("projector strengths", projector_eV, "eV", ".1f")
show("core charges", core_charges, "e", ".1f")
show("semilocal coefficient", semilocal_eV, "eV angstrom^(1/3)", ".1f")
show("plane waves, grid points", [len(fine[0]), n_grid], "", "d")
show("plane-wave cutoff", fine[0][-1]**2 / 2 * HA, "eV", ".1f")
show("fourth-order difference step", step_A, "angstrom", ".3f")

# Forces against total-energy differences for three exchange fractions.
states = {}
for a in (0.0, 0.25, 1.0):
    states[a] = scf(R_ref, a, fine)
    P = states[a][0]
    analytic = explicit_force(P, R_ref, a, fine).sum(axis=1)
    numeric = np.array([-derivative(lambda R: energy_parts(
        scf(R, a, fine, P)[0], R, a, fine).sum(), i) for i in range(2)])
    assert np.max(np.abs(analytic - numeric)) * FORCE < 1e-5
    show(f"a={a:.2f} analytic forces, atoms 1 2", analytic * FORCE,
         "eV/angstrom")
    show(f"a={a:.2f} difference forces, atoms 1 2", numeric * FORCE,
         "eV/angstrom")

a = 0.25
P, eps, C = states[a]
F = fock(P, R_ref, a, fine)
terms = explicit_force(P, R_ref, a, fine)
force = terms[0].sum()
gap = eps[n_occ] - eps[n_occ - 1]
assert gap * HA > 0.1
assert abs(terms.sum()) * FORCE < 1e-3
assert abs(terms[0, 3]) * FORCE > 1e-3
print("Below: a=0.25, atom 1 unless stated")
energy = energy_parts(P, R_ref, a, fine).sum()
show("total energy", energy * HA, "eV")
show("orbital gap", gap * HA, "eV", ".4f")
for name, value in zip(("local", "nonlocal", "ion-ion", "core"), terms[0]):
    show(f"explicit force, {name}", value * FORCE, "eV/angstrom")
show("sum of forces on both atoms", terms.sum() * FORCE,
     "eV/angstrom", ".2e")

# Exchange energy from a fine real-space double integral.
nf = 1000
xf = L * np.arange(nf) / nf
Ef = np.exp(1j * np.outer(xf, fine[0])) / np.sqrt(L)
distance = np.abs(xf[:, None] - xf)
kernel = A * np.cosh(kappa * (L / 2 - distance)) / np.sinh(kappa * L / 2)
direct = -0.25 * a * (L / nf)**2 * np.sum(
    np.abs(Ef @ P @ Ef.conj().T)**2 * kernel)
exchange = energy_parts(P, R_ref, a, fine)[4]
rho = np.einsum("xi,xj->ijx", (fine[1] @ C[:, :n_occ]).conj(),
                fine[1] @ C[:, :n_occ])
rho_q = dx * rho @ wave_q.conj()
pair_sum = -a / L * np.sum(vq * np.abs(rho_q)**2)
# The interaction has a cusp, so the quadrature error is second order.
assert abs(direct / exchange - 1) < 3e-5
assert abs(pair_sum / exchange - 1) < 1e-10
show("scaled exchange, pair-density sum", pair_sum * HA, "eV")
show("scaled exchange, real-space integral", direct * HA, "eV")

# Total derivatives of the energy components and the orbital response.
parts = derivative(lambda R: energy_parts(
    scf(R, a, fine, P)[0], R, a, fine), 0)
dP = derivative(lambda R: scf(R, a, fine, P)[0], 0)
response_x = a * np.trace(exchange_operator(P, fine) @ dP).real
response_all = np.trace(F @ dP).real
assert abs(parts[4] - response_x) * FORCE < 1e-5
assert abs(response_x) * FORCE > 1e-3
assert abs(response_all) * FORCE < 1e-5
for name, value in zip(("kinetic", "local", "nonlocal", "Hartree",
                        "scaled exchange", "semilocal", "ion-ion"), parts):
    show(f"total dE/dR, {name}", value * FORCE, "eV/angstrom")
show("exchange response Tr(aK dP/dR)", response_x * FORCE, "eV/angstrom")
show("full response Tr(F dP/dR)", response_all * FORCE,
     "eV/angstrom", ".2e")

# Two-point central differences: the error must fall as the step squared.
step_errors = []
for h_A in (0.04, 0.02, 0.01):
    h = h_A / BOHR
    ep, em = (energy_parts(scf(moved(0, s), a, fine, P)[0],
                           moved(0, s), a, fine).sum() for s in (h, -h))
    step_errors.append(-(ep - em) / (2 * h) - force)
    show(f"two-point error, step {h_A:.2f} angstrom",
         step_errors[-1] * FORCE, "eV/angstrom", ".3e")
assert 3.7 < step_errors[1] / step_errors[2] < 4.3

# A poor but fixed plane-wave set still has exact forces of its own energy.
coarse = plane_waves(4)
Pc = scf(R_ref, a, coarse)[0]
coarse_force = explicit_force(Pc, R_ref, a, coarse)[0].sum()
coarse_fd = -derivative(lambda R: energy_parts(
    scf(R, a, coarse, Pc)[0], R, a, coarse).sum(), 0)
energy_error = energy_parts(Pc, R_ref, a, coarse).sum() - energy
assert abs(coarse_force - coarse_fd) * FORCE < 1e-5
assert energy_error * HA > 0.01
show("low cutoff", coarse[0][-1]**2 / 2 * HA, "eV", ".1f")
show("low-cutoff energy error", energy_error * HA, "eV")
show("low-cutoff analytic, difference force",
     np.array([coarse_force, coarse_fd]) * FORCE, "eV/angstrom")


# Atom-centred Gaussians: the basis moves and exchange acquires a term.
def gaussians(R):
    columns = []
    for center in R:
        for width in basis_widths_A:
            for power in (0, 1):
                b = (1j * fine[0])**power * np.exp(
                    -(fine[0] * width / BOHR)**2 / 2 - 1j * fine[0] * center)
                columns.append(b / np.linalg.norm(b))
    return np.array(columns).T


B = gaussians(R_ref)
Pb, eb, Cb = scf(R_ref, a, fine, P, B)
occupied = Cb[:, :n_occ]
coefficients = np.linalg.lstsq(B, occupied, rcond=None)[0]
dB = -1j * fine[0][:, None] * B
dB[:, B.shape[1] // 2:] = 0
dphi = dB @ coefficients
residual = fock(Pb, R_ref, a, fine) @ occupied - occupied * eb[:n_occ]
basis_force = -4 * np.vdot(dphi, residual).real
basis_x = -4 * a * np.vdot(dphi, exchange_operator(Pb, fine) @ occupied).real
bare = explicit_force(Pb, R_ref, a, fine)[0].sum()
basis_fd = -derivative(lambda R: energy_parts(
    scf(R, a, fine, Pb, gaussians(R))[0], R, a, fine).sum(), 0)


def frozen_exchange(R):
    phi = gaussians(R) @ coefficients
    return energy_parts(2 * phi @ phi.conj().T, R, a, fine)[4]


assert abs(bare + basis_force - basis_fd) * FORCE < 1e-5
assert abs(basis_x + derivative(frozen_exchange, 0)) * FORCE < 1e-5
assert min(abs(basis_force), abs(basis_x)) * FORCE > 1e-3
show("Gaussian widths", basis_widths_A, "angstrom", ".2f")
show("Gaussian basis, force without basis term", bare * FORCE, "eV/angstrom")
show("Gaussian basis term", basis_force * FORCE, "eV/angstrom")
show("its exchange part before overlap term", basis_x * FORCE, "eV/angstrom")
show("Gaussian basis, difference force", basis_fd * FORCE, "eV/angstrom")

# Hybrid energy on semilocal orbitals: stationarity is lost.
Ps = states[0.0][0]
naive = explicit_force(Ps, R_ref, a, fine)[0].sum()
other_fd = -derivative(lambda R: energy_parts(
    scf(R, 0.0, fine, Ps)[0], R, a, fine).sum(), 0)
dPs = derivative(lambda R: scf(R, 0.0, fine, Ps)[0], 0)
missing = -np.trace(fock(Ps, R_ref, a, fine) @ dPs).real
assert abs(naive + missing - other_fd) * FORCE < 1e-5
assert abs(missing) * FORCE > 1e-3
show("semilocal orbitals, explicit force", naive * FORCE, "eV/angstrom")
show("semilocal orbitals, missing response", missing * FORCE, "eV/angstrom")
show("semilocal orbitals, difference force", other_fd * FORCE, "eV/angstrom")

# Rotate the highest occupied into the lowest empty real orbital.
real_orbitals = C / np.sqrt(np.sum(C * C[::-1], axis=0))
errors = []
for angle in (0.010, 0.005):
    occ = real_orbitals[:, :n_occ].copy()
    occ[:, -1] = (np.cos(angle) * real_orbitals[:, n_occ - 1]
                  + np.sin(angle) * real_orbitals[:, n_occ])
    Pt = 2 * occ @ occ.conj().T
    errors.append([energy_parts(Pt, R_ref, a, fine).sum() - energy,
                   explicit_force(Pt, R_ref, a, fine)[0].sum() - force])
    show(f"rotation {angle:.3f} rad, energy error", errors[-1][0] * HA,
         "eV", ".3e")
    show(f"rotation {angle:.3f} rad, force error", errors[-1][1] * FORCE,
         "eV/angstrom", ".3e")
assert 3.8 < errors[0][0] / errors[1][0] < 4.2
assert 1.8 < errors[0][1] / errors[1][1] < 2.2

print("tests ok")
```

Output:

```
cell length: 6.00 angstrom
ion positions: 2.00 3.30 angstrom
ion charges: 4.0 2.0 e
electrons: 6
interaction strength: 20.0 eV
interaction range: 1.20 angstrom
ion, projector, core widths: 0.30 0.40 0.25 angstrom
projector strengths: 8.0 4.0 eV
core charges: 1.0 0.5 e
semilocal coefficient: 5.0 eV angstrom^(1/3)
plane waves, grid points: 31 64
plane-wave cutoff: 940.1 eV
fourth-order difference step: 0.010 angstrom
a=0.00 analytic forces, atoms 1 2: -23.643016 23.643016 eV/angstrom
a=0.00 difference forces, atoms 1 2: -23.643016 23.643016 eV/angstrom
a=0.25 analytic forces, atoms 1 2: -23.939705 23.939705 eV/angstrom
a=0.25 difference forces, atoms 1 2: -23.939705 23.939705 eV/angstrom
a=1.00 analytic forces, atoms 1 2: -24.832926 24.832926 eV/angstrom
a=1.00 difference forces, atoms 1 2: -24.832926 24.832926 eV/angstrom
Below: a=0.25, atom 1 unless stated
total energy: -122.318499 eV
orbital gap: 10.3529 eV
explicit force, local: 22.076863 eV/angstrom
explicit force, nonlocal: -1.022814 eV/angstrom
explicit force, ion-ion: -45.226737 eV/angstrom
explicit force, core: 0.232984 eV/angstrom
sum of forces on both atoms: 2.85e-11 eV/angstrom
scaled exchange, pair-density sum: -10.129620 eV
scaled exchange, real-space integral: -10.129670 eV
total dE/dR, kinetic: 12.072266 eV/angstrom
total dE/dR, local: -44.842535 eV/angstrom
total dE/dR, nonlocal: 2.370379 eV/angstrom
total dE/dR, Hartree: 10.773351 eV/angstrom
total dE/dR, scaled exchange: -0.192574 eV/angstrom
total dE/dR, semilocal: -1.467920 eV/angstrom
total dE/dR, ion-ion: 45.226738 eV/angstrom
exchange response Tr(aK dP/dR): -0.192574 eV/angstrom
full response Tr(F dP/dR): 9.61e-09 eV/angstrom
two-point error, step 0.04 angstrom: -1.011e-02 eV/angstrom
two-point error, step 0.02 angstrom: -2.531e-03 eV/angstrom
two-point error, step 0.01 angstrom: -6.330e-04 eV/angstrom
low cutoff: 66.8 eV
low-cutoff energy error: 0.107954 eV
low-cutoff analytic, difference force: -23.795527 -23.795527 eV/angstrom
Gaussian widths: 0.35 0.70 angstrom
Gaussian basis, force without basis term: -20.164936 eV/angstrom
Gaussian basis term: -5.823802 eV/angstrom
its exchange part before overlap term: 2.215178 eV/angstrom
Gaussian basis, difference force: -25.988739 eV/angstrom
semilocal orbitals, explicit force: -23.717135 eV/angstrom
semilocal orbitals, missing response: -0.222593 eV/angstrom
semilocal orbitals, difference force: -23.939727 eV/angstrom
rotation 0.010 rad, energy error: 3.041e-03 eV
rotation 0.010 rad, force error: -2.864e-01 eV/angstrom
rotation 0.005 rad, energy error: 7.592e-04 eV
rotation 0.005 rad, force error: -1.431e-01 eV/angstrom
tests ok
```
